# Jammed coverage of dimers adsorbing irreversibly on a one-dimensional lattice

## Problem

Dimers are deposited on a row of adsorption sites that is empty at time $t=0$. A dimer needs two adjacent empty sites. Call each pair of adjacent sites a bond. Every bond receives deposition attempts as a Poisson process of rate $k$, independently of all other bonds. An attempt succeeds if both sites of the bond are empty; otherwise the arriving dimer is lost. An adsorbed dimer never moves, desorbs or dissociates, and no second layer forms.

The coverage $\theta$ is the fraction of sites that are covered, so one dimer contributes two sites. To avoid ends, take a ring of $L\ge 4$ sites, which has $L$ bonds, and let $L\to\infty$ at the end.

(a) Estimate the coverage at which adsorption stops, and the time this takes.

(b) Find the mean coverage $\theta(t)$ and its final value $\theta_J$, with a proof that needs no truncation or guess.

(c) Show that one large lattice, and not just the average over many, reaches this coverage.

(d) For $k=0.5\ \mathrm{s^{-1}}$, find the coverage at 1, 2, 4 and 8 s and the time needed to reach 99% of $\theta_J$.

## First estimate by scaling

The only rate in the problem is $k$. The coverage can therefore depend on time only through the product $kt$, and the final coverage must be a pure number. The natural time is $1/k$, after which a typical bond has been tried about once. For $k=0.5\ \mathrm{s^{-1}}$ this is 2 s.

The final state is called jammed: it contains no two adjacent empty sites. Between one dimer and the next there is then a gap of either 0 or 1 site. If $\bar g$ is the mean gap, each dimer accounts for $2+\bar g$ sites, two of them covered, so

$$\theta_J=\frac{2}{2+\bar g},\qquad 0\le\bar g\le 1 .$$

Hence $2/3\le\theta_J\le 1$. Geometry gives no more than this. If, for want of better knowledge, the two gaps are taken as equally likely, $\bar g=1/2$ and $\theta_J\approx 0.8$.

A mean-field rate equation might seem a better estimate. Let $E_1$ be the probability that a site is empty and $E_2$ the probability that two adjacent sites are both empty. A site belongs to two bonds, so $dE_1/dt=-2kE_2$. Neglecting correlations, $E_2\approx E_1^2$, gives

$$\frac{dE_1}{dt}=-2kE_1^2\quad\Rightarrow\quad \frac{1}{E_1}=1+2kt\quad\Rightarrow\quad \theta_{\rm mf}=1-\frac{1}{1+2kt}.$$

This tends to 1: mean field predicts no jamming at all. The final coverage is thus decided by correlations between neighbouring sites, which must be kept.

## Exact solution

### Equations for empty runs

Let $E_n(t)$ be the probability that $n$ given consecutive sites are all empty. All positions on the ring are equivalent, so $E_n$ does not depend on where the run lies. A run that has lost a site never becomes empty again, so $E_n$ can only decrease. There are two kinds of loss.

- The run contains $n-1$ inner bonds. If the run is empty, an attempt on any of them succeeds. The loss rate is $k(n-1)E_n$.
- One bond crosses each end of the run. An attempt there succeeds only if the site just outside is empty too, that is, if $n+1$ consecutive sites are empty. The two ends together give $2kE_{n+1}$.

Therefore

$$\frac{dE_n}{dt}=-k\left[(n-1)E_n+2E_{n+1}\right],\qquad 1\le n\le L-1. \tag{1}$$

For $n=L-1$ the two outside sites are the same site, but the two end bonds are still different, and each requires the whole ring to be empty. Equation (1) therefore holds there as well. The whole ring stays empty only while none of its $L$ bonds has been tried, so $E_L=e^{-Lkt}$.

### Removing the inner bonds

The first term in (1) alone would give the decay $e^{-(n-1)kt}$. Divide this factor out by defining

$$F_n=e^{(n-1)kt}E_n .$$

The product rule and (1) give

$$\frac{dF_n}{dt}=(n-1)kF_n-(n-1)kF_n-2k\,e^{(n-1)kt}E_{n+1}=-2k\,e^{-kt}F_{n+1}.$$

The last equality uses $E_{n+1}=e^{-nkt}F_{n+1}$. Now replace time by

$$s=1-e^{-kt},\qquad \frac{ds}{dt}=k\,e^{-kt},$$

which is the probability that a given bond has been tried at least once. It rises from 0 to 1. Dividing the two derivatives gives

$$\frac{dF_n}{ds}=-2F_{n+1},\qquad F_n(0)=1,\qquad 1\le n\le L-1. \tag{2}$$

The initial value follows from the empty lattice, for which every $E_n=1$.

### A bound that closes the chain

Each equation in (2) refers to the next, so some control over large $n$ is needed. It comes from the adsorption rule. Once a bond has been tried, at least one of its sites is covered: either the attempt succeeded, or it failed because a site was already covered. A run can therefore be empty only if none of its $n-1$ inner bonds has been tried. Each bond is untried with probability $e^{-kt}$, independently of the others, so

$$0\le E_n\le e^{-(n-1)kt}\quad\Rightarrow\quad 0\le F_n\le 1. \tag{3}$$

For $n=L$, the definition gives $F_L=e^{(L-1)kt}e^{-Lkt}=e^{-kt}=1-s$, which also lies in this range.

The function $e^{-2s}$ equals 1 at $s=0$, and its derivative is $-2e^{-2s}$. Setting every $F_n$ equal to it would satisfy (2). On a finite ring the last member, $F_L=1-s$, is different, so consider the difference $D_n=F_n-e^{-2s}$. It obeys

$$\frac{dD_n}{ds}=-2D_{n+1},\qquad D_n(0)=0,\qquad |D_n|\le 1.$$

The last inequality holds because both terms of the difference lie between 0 and 1. Start from $|D_L|\le1$ and integrate down the chain:

$$|D_{L-1}(s)|\le 2\int_0^s ds'=2s,\qquad |D_{L-2}(s)|\le 2\int_0^s 2s'\,ds'=\frac{(2s)^2}{2!}.$$

Each further integration raises the power by one and supplies the next factor of the factorial. After $L-1$ integrations, and with $F_1=E_1$,

$$\left|E_1-e^{-2s}\right|\le\frac{(2s)^{L-1}}{(L-1)!}\le\frac{2^{L-1}}{(L-1)!}. \tag{4}$$

The right-hand side vanishes as $L\to\infty$ and does not depend on time. The limits of large size and long time may therefore be taken in either order. Since $\theta=1-E_1$, the mean coverage in the limit of a large ring is

$$\boxed{\theta(t)=1-\exp\left[-2\left(1-e^{-kt}\right)\right]} \tag{5}$$

As $t\to\infty$, (3) gives $E_2\le e^{-kt}\to0$. No empty pair survives, so the state is jammed. At the same time $s\to1$, and

$$\boxed{\theta_J=1-e^{-2}\approx0.865.}$$

The rate $k$ has dropped out, as scaling required. A deposition rate that varies in time but is the same for all bonds merely replaces $kt$ by $\int_0^t k(t')\,dt'$. The value of $\theta_J$ is unchanged as long as this integral grows without limit.

### Early and late times

For $kt\ll1$, $s\approx kt-(kt)^2/2$ and $\theta\approx2s-2s^2$, so

$$\theta\approx 2kt-3(kt)^2,\qquad \frac{d\theta}{dt}\approx2k(1-3kt).$$

There is one bond per site, and each success covers two sites, which explains the initial rate $2k$. At this order there are $kt$ dimers per site, and each blocks three bonds: its own and the two that overlap it. This explains the factor $1-3kt$.

For $kt\gg1$, write $s=1-u$ with $u=e^{-kt}\ll1$. Then

$$\theta_J-\theta=e^{-2(1-u)}-e^{-2}=e^{-2}\left(e^{2u}-1\right)\approx2e^{-2}e^{-kt}. \tag{6}$$

The same argument that led to (4) gives $F_n\to e^{-2s}$ for every fixed $n$, so in the large-ring limit $E_n=e^{-(n-1)kt}e^{-2s}$. At late times $E_3$ is smaller than $E_2$ by the factor $e^{-kt}$. The remaining room therefore consists mostly of isolated empty pairs, each filled at rate $k$, and the approach to jamming is exponential.

### One large lattice

Equation (5) concerns an average. For question (c), note that only the first attempt on a bond matters, because afterwards the bond has a covered site. Let $T_b$ be the time of the first attempt on bond $b$. That attempt succeeds unless a neighbouring bond succeeded earlier. To decide the fate of $b$, one must therefore examine $b+1$ only if $T_{b+1}<T_b$, then $b+2$ only if $T_{b+2}<T_{b+1}$, and so on; the same holds to the left. The search extends $r$ bonds in one direction only if $r+1$ independent times stand in one particular order, which has probability $1/(r+1)!$.

A site belongs to two bonds, each with two search directions. The probability that its fate requires a search as long as $r$ is thus at most $\varepsilon=4/(r+1)!$. Let $X_i=1$ if site $i$ is finally empty and 0 otherwise. Let $X_i'$ equal $X_i$ when the search is shorter than $r$, and 0 otherwise. For two sites at least $2r+2$ apart, $X_i'$ and $X_j'$ depend on different bonds and are independent. Replacing $X$ by $X'$ changes $\langle X_iX_j\rangle$ by at most $2\varepsilon$, and $\langle X_i\rangle\langle X_j\rangle$ by at most $2\varepsilon$, so

$$|\langle X_iX_j\rangle-\langle X_i\rangle\langle X_j\rangle|\le4\varepsilon=\frac{16}{(r+1)!}.$$

Summed over $j$, this stays below a constant $C$ independent of $L$. The number of empty sites $N=\sum_iX_i$ then has variance at most $CL$, and the empty fraction $N/L$ has variance at most $C/L$. By Chebyshev's inequality, the probability that the coverage of a single ring differs from its mean by more than any fixed amount tends to zero as $L\to\infty$.

### A second case: a chain with ends

An open chain can be solved by a different route, which checks the result. Let $U_L$ be the mean number of empty sites in a jammed open chain of $L$ sites, with $U_0=0$ and $U_1=1$. The first dimer lands with equal probability on any of the $L-1$ bonds. It leaves $j$ sites on its left and $L-2-j$ on its right, and these two parts then fill independently. The two sums over $j$ are equal by reflection, so

$$(L-1)U_L=2\sum_{j=0}^{L-2}U_j,\qquad L\ge2. \tag{7}$$

Define $G(x)=\sum_{L\ge0}U_Lx^L$, multiply (7) by $x^L$ and sum. The left side gives $xG'-G$, since its terms with $L=0$ and $L=1$ vanish. On the right, the factor $1/(1-x)$ produces the partial sums and $x^2$ the shift by two:

$$xG'-G=\frac{2x^2}{1-x}\,G\quad\Rightarrow\quad\frac{G'}{G}=\frac1x+\frac{2x}{1-x}=\frac1x-2+\frac{2}{1-x}.$$

Integrating, and fixing the constant by $G\approx x$ at small $x$, gives

$$G=\frac{x\,e^{-2x}}{(1-x)^2}.$$

Because $x/(1-x)^2=\sum_p p\,x^p$, the coefficient of $x^L$ is

$$U_L=\sum_{m=0}^{L-1}(L-m)\frac{(-2)^m}{m!}\approx Le^{-2}+2e^{-2}=(L+2)e^{-2}\qquad(L\gg1).$$

The second term follows from $\sum_m m\,y^m/m!=ye^y$ at $y=-2$. The empty fraction $U_L/L$ again tends to $e^{-2}$. The two ends together add $2e^{-2}\approx0.27$ empty sites, whatever the length of a long chain. For 60 sites, recursion (7) gives 8.3908 empty sites, and $62\,e^{-2}$ gives the same to these digits.

## Numbers for $k=0.5\ \mathrm{s^{-1}}$

At $t=2$ s, $kt=1$ and $s=1-e^{-1}\approx0.632$, so $\theta=1-e^{-1.264}\approx0.718$. The other times follow in the same way:

| $t$ (s) | $\theta$ |
|---|---|
| 1 | 0.545 |
| 2 | 0.718 |
| 4 | 0.823 |
| 8 | 0.860 |

At 8 s the coverage is still 0.00505 below $\theta_J$. The leading exponential (6) gives 0.00496, about 2% less than the full difference.

To find when $\theta=0.99\,\theta_J\approx0.856$, solve (5) for time. From $1-\theta=e^{-2s}$ one has $s=-\tfrac12\ln(1-\theta)$, and $e^{-kt}=1-s$ gives

$$t=-\frac1k\ln\left[1+\tfrac12\ln(1-0.99\,\theta_J)\right]\approx6.95\ \mathrm{s}.$$

The numerical output also contains solutions that do not use (5). The master equation for all configurations of a 12-site ring agrees with (5) at the four times to within $3\times10^{-6}$ in coverage. Small rings approach the limit quickly: the jammed coverage is 1 for 4 sites, 0.889 for 6, 0.8667 for 8 and 0.8648 for 10. The value 1 for 4 sites is plain, since the first dimer leaves one adjacent pair, which is then filled.

In 100 simulated depositions on rings of 20000 sites, the mean jammed coverage was $0.86453\pm0.00021$ (one standard error), in agreement with $\theta_J=0.86466$. Single runs scattered with a standard deviation of 0.0021. Extending the chain-splitting argument to the second moment gives a variance of 0.0733 in $N$ per added site, and hence an expected scatter of $\sqrt{0.0733/20000}\approx0.0019$. The observed value is 11% higher. A standard deviation estimated from 100 runs is itself uncertain by about 7%, so this difference is not significant.

## Comparison of the estimate with the exact result

The equal-gap estimate of 0.8 lies 7% below the exact coverage. The empty fraction is a harder test: 0.2 against 0.135, too large by nearly a half. The exact mean gap follows from $\theta_J=2/(2+\bar g)$:

$$\bar g=\frac{2(1-\theta_J)}{\theta_J}=\frac{2\times0.1353}{0.8647}\approx0.313 .$$

Fewer than one gap in three contains an empty site. The geometrical part of the estimate was sound; the equal weighting was a guess that the kinetics does not support.

The time estimate $1/k=2$ s gives the right scale for the growth of the coverage. By then the coverage has reached 83% of its final value, while the exponential tail stretches the time for 99% to about $3.5/k$. The moment at which adsorption stops altogether is a different matter. At late times a ring holds about $LE_2\approx Le^{-2}e^{-kt}$ empty pairs, and this number falls to one at $kt\approx\ln L-2$. The last dimer therefore arrives at a time that grows with the size of the lattice, about $8/k$ for 20000 sites, and an infinite lattice approaches $\theta_J$ without stopping at any finite time.

The exact solution also shows where mean field goes wrong. Given that a site is empty, its right-hand neighbour is empty with probability

$$\frac{E_2}{E_1}=e^{-kt},$$

whereas the mean-field assumption of independent sites replaces this by the probability that any site is empty, which in the exact solution is $E_1=e^{-2s}$. At early times $E_1\approx1-2kt$ is the smaller of the two. Empty sites are then more often adjacent than independence would suggest, and mean field at first adsorbs too slowly. Its rate overtakes the exact rate at $kt\approx0.83$, but its coverage lags until $kt\approx2.75$: at $kt=1$ it gives $\theta_{\rm mf}=2/3$ against 0.718. At late times $e^{-kt}$ vanishes while $E_1$ remains at 0.135. Mean field still finds pairs among vacancies that are in fact isolated, and at $kt=4$ its coverage, $8/9$, already exceeds $\theta_J$.

The value $1-e^{-2}$ is therefore a property of this kinetics and not a limit on packing, since dimers placed in order cover every site. If adsorbed dimers could hop by one site, a dimer next to a vacancy could change places with it. Two vacancies could then meet and admit another dimer, and the coverage would rise above $\theta_J$. Desorption, an initially occupied lattice or attempt rates that depend on the neighbouring sites would likewise invalidate (1) or its initial condition, and the final coverage would have to be worked out anew.

## Computed values

```
attempt rate per bond k = 0.50 s^-1
jammed coverage, formula = 0.864665
jammed vacancy fraction, formula = 0.135335
master-equation ring size = 12 sites
t = 1 s: coverage formula 0.544764, ring 0.544764
t = 2 s: coverage formula 0.717546, ring 0.717546
t = 4 s: coverage formula 0.822597, ring 0.822597
t = 8 s: coverage formula 0.859615, ring 0.859618
largest error of E_n rate equations = 1.7e-16 s^-1
time to 99 percent of jammed coverage = 6.950 s
ring coverage at that time = 0.856020
coverage deficit at 8 s, formula = 0.005049
same deficit, leading exponential = 0.004958
same deficit, ring = 0.005050
ring of 4 sites: jammed coverage 1.00000000, error bound 1.3e+00
ring of 6 sites: jammed coverage 0.88888889, error bound 2.7e-01
ring of 8 sites: jammed coverage 0.86666667, error bound 2.5e-02
ring of 10 sites: jammed coverage 0.86476190, error bound 1.4e-03
ring of 12 sites: jammed coverage 0.86466784, error bound 5.1e-05
ring of 16 sites: jammed coverage 0.86466472, error bound 2.5e-08
open chain of 60 sites: mean vacancies = 8.390788
(L+2)exp(-2) for that chain = 8.390788
vacancy-number variance per added site = 0.073263
simulation: 100 runs on rings of 20000 sites
simulated coverage at 2 s = 0.71767 +/- 0.00034
simulated jammed coverage = 0.86453 +/- 0.00021
run-to-run scatter of jammed coverage = 0.00213
scatter expected from chain recursion = 0.00191
```
